How a strong site potential pins a gap level, part 2

A host crystal with Hamiltonian H0 has one orbital per site and a gap in its spectrum. Electrons do not interact, unless stated. A defect changes the energy of site 0 by U, positive if repulsive. With G(E) = <0|(E − H0)⁻¹|0>, the local Green function of the host, the levels outside the host bands satisfy

U G(E) = 1.   (7)

If G has a zero E0 in the gap, the gap level tends to E0 for large |U|, and its state tends to φ, the state at E0 of the host without site 0 (the vacancy). With c the magnitude of the hopping between φ and the defect site,

E − E0 ≈ −c²/U.   (20)

The normalized defect state ψ has weight Z = |ψ₀|² = dE/dU on site 0.

In the dimerized chain, cell n has amplitudes aₙ on its A site and bₙ on its B site. The hopping is v inside a cell and w between the B site of one cell and the A site of the next; both are positive and v ≠ w. The defect is on A of cell 0. All site energies are zero unless stated. For wave number k, f = v + w exp(−ik) and

|f|² = v² + w² + 2vw cos k.   (26)

G is the average over k of X, where X and its B partner Y satisfy

E X − f Y = 1,   −f* X + E Y = 0.   (27)

This gives G = E I, with

I = ∫ (dk/2π) 1/(α − β cos k), with α = E² − v² − w² and β = 2vw > 0.   (29)

I = 1/√(α² − β²) for α > β, and I = −1/√(α² − β²) for α < −β. In the gap,

G(E) = −E/√{[(v + w)² − E²][(v − w)² − E²]}, for |E| < |v − w|.   (31)

Here E0 = 0, at midgap. This follows from the operator S, which reverses the sign of the B amplitudes alone:

S H0 S = −H0, with S² = 1.   (21)

The example is a closed ring of 400 cells with v = 2.9 eV and w = 2.1 eV.

**Both levels at any potential**

Let M be the larger and m the smaller of v and w. Then v + w = M + m and |v − w| = M − m. Write s = M + m and d = M − m. In the gap, U G = 1 with (31) becomes

−U E = √[(s² − E²)(d² − E²)].   (32)

The root is positive, so E has the sign opposite to that of U. For |E| > s the quantity α in (29) exceeds β, the integral is positive, and the level equation becomes

U E = √[(E² − s²)(E² − d²)].   (33)

Here E has the sign of U. Squaring either equation gives the same quadratic in x = E²:

x² − (s² + d² + U²) x + s²d² = 0.   (34)

Call the left-hand side P(x), which is also (x − s²)(x − d²) − U²x. It is positive at x = 0, and negative at x = d² and at x = s². For large x it is positive again. One root therefore lies below d², in the gap, and the other above s², beyond the bands. Let these roots be g² and q², with g and q positive. Squaring lost the sign of E, which (32) and (33) restore.

The product and the sum of the roots can be read from (34):

g q = s d,   g² + q² = s² + d² + U².   (35)

Adding and subtracting twice the product gives two perfect squares:

(q + g)² = (s + d)² + U² = U² + 4M²,   (36)
(q − g)² = (s − d)² + U² = U² + 4m².   (37)

Here s + d = 2M and s − d = 2m were used. Taking positive roots, and then half the difference and half the sum,

E_gap = −sgn(U) [√(U² + 4M²) − √(U² + 4m²)]/2,   (38)
E_out = sgn(U) [√(U² + 4M²) + √(U² + 4m²)]/2.   (39)

As U tends to zero from above, E_gap tends to −(M − m), the top of the lower band. A repulsive potential lifts the level out of this band and raises it towards zero. An attractive one takes it from the bottom of the upper band and lowers it towards zero.

To see the approach, multiply and divide (38) by the sum of the two roots. The numerator becomes 4M² − 4m², and

E_gap = −sgn(U) 2(M² − m²)/[√(U² + 4M²) + √(U² + 4m²)].   (40)

For large |U| each root is about |U|, plus 2M²/|U| or 2m²/|U|. The denominator is then 2|U| [1 + (M² + m²)/U²], and

E_gap ≈ −[(M² − m²)/U] [1 − (M² + m²)/U²].   (41)

The simple law −(M² − m²)/U thus needs U² much larger than M² + m². In the same regime (39) gives |E_out| ≈ |U| + (M² + m²)/|U|. The defect orbital is pushed outwards by its two neighbours, whose squared hoppings add.

The site weight is the derivative of (38) with respect to U. For positive U,

Z = (U/2) [1/√(U² + 4m²) − 1/√(U² + 4M²)].   (42)

For negative U the result is the same with |U| in place of U. The weight is small at both ends: it grows in proportion to |U| for a weak potential and falls as (M² − m²)/U² for a strong one.

**The numbers**

With M = 2.9 eV and m = 2.1 eV, M² − m² = 8.41 − 4.41 = 4.00 eV². At U = 20 eV the roots in (38) are √433.64 = 20.824 eV and √417.64 = 20.436 eV. Half their difference is 0.194 eV and half their sum is 20.630 eV. The diagonalized ring gives the following values, with energies in eV:

U = 1: gap level −0.784, outer level 5.101, Z = 0.0309
U = 5: gap level −0.564, outer level 7.094, Z = 0.0564
U = 20: gap level −0.194, outer level 20.630, Z = 0.0091
U = 100: gap level −0.040, outer level 100.128, Z = 0.0004

At 20 eV the simple law gives −4.00/20 = −0.200 eV, about 3% too large in magnitude relative to −0.194 eV. The correction in (41) accounts for this, since (8.41 + 4.41)/400 = 0.032. At 5 eV the level is still nearer to the valence edge at −0.8 eV than to midgap.

How strong must the potential be before the remaining offset is no larger than the thermal energy kT at 300 K, 0.0259 eV? Setting E = −kT in (31) gives U = 1/G(−kT) = 155 eV. Pinning is thus a slow limit.

**Where the pinned state lives**

Remove the A site of cell 0 and set E = 0. The equations on the B sites are v aₙ + w aₙ₊₁ = 0. With a₀ = 0 they make every amplitude on A vanish, in both directions. The equations on the remaining A sites are

v bₙ + w bₙ₋₁ = 0, for n ≠ 0.   (43)

The equation for n = 0 is missing, so b₀ and b₋₁ are independent. To the right, bₙ = −(w/v) bₙ₋₁. To the left, bₙ₋₁ = −(v/w) bₙ. For v > w the right-hand solution decays and the left-hand one grows, so the latter must be zero. With r = w/v, the sum of r²ⁿ over n ≥ 0 is 1/(1 − r²), and the normalized state is

bₙ = √(1 − r²) (−r)ⁿ for n ≥ 0,   bₙ = 0 for n < 0.   (44)

The state sits on the side where the removed site had its strong bond. The B site of cell 0 has lost its strong partner and keeps only its weak bond; from there the amplitude falls by the factor w/v per cell. For v < w the roles of the two sides are exchanged.

Equation (44) also explains the offset. The hopping between φ and the defect site is c = v b₀, so c² = v²(1 − r²) = v² − w², which reproduces the leading term of (41).

In the example r = 2.1/2.9 = 0.724, and the B site next to the vacancy holds 1 − r² = 0.476 of the state. The amplitude falls by a factor e over a distance ℓ = a/ln(v/w), where a is the cell length. For a = 0.25 nm this is 0.25/0.323 = 0.77 nm. At U = 20 eV, the eigenvector of the ring has 98% of its weight on the strong-bond side.

**Unequal site energies**

Let the A sites have energy D and the B sites −D, with D > 0. In (27) the diagonal factors become E − D for the A equation and E + D for the B equation. Elimination of Y gives

X = (E + D)/(E² − D² − |f|²).   (45)

The bands now obey E² = D² + |f|², so the gap is |E| < √[D² + (v − w)²]. In the gap the denominator of (45) is negative for every k. The average over k therefore vanishes where the numerator does:

E0 = −D.   (46)

For v ≠ w this lies inside the gap, but not at its middle. The reason is visible in (44): the state limited by a defect on A lives on B alone, and so it has the energy of the B sites. A defect on B would pin its level at +D. With D = 0.30 eV and the hoppings of the example, the gap edges are at ±0.854 eV, and the level of an A defect is pinned at −0.30 eV.

**A gap without a zero**

Keep the unequal site energies but make both hoppings equal to t. The gap |E| < D then comes from the site energies alone, and the point −D is its edge. In (29) we now have α = E² − D² − 2t² and β = 2t², so α + β = E² − D² and α − β = E² − D² − 4t². The integral is negative in the gap, and

G(E) = −(E + D)/√[(D² − E²)(D² + 4t² − E²)].   (47)

This is negative throughout the gap. A repulsive defect on A, however strong, has no level in the gap. For an attractive defect, write D² − E² = (D + E)(D − E) and cancel one factor √(D + E). Near the lower edge D − E ≈ 2D and D² + 4t² − E² ≈ 4t², so U G = 1 becomes

1/|U| ≈ √[(E + D)/(2D)]/(2t).   (48)

Squaring and solving for the distance from the edge gives

E + D ≈ 8Dt²/U².   (49)

The level runs to the valence edge and is not pinned inside the gap. For t = 2.5 eV and D = 0.30 eV, (49) gives 8 × 0.30 × 6.25/2500 = 0.006 eV at U = −50 eV. Diagonalizing the ring gives a level at −0.294 eV, which is the same distance from the edge at −0.300 eV. At U = +50 eV the ring has no gap level.

**Hopping within a sublattice**

Return to equal site energies, and add a hopping t₂ between neighbouring sites of the same sublattice. It does not change sign under S in (21), so the zero need not be at midgap. To first order the pinned level moves by the expectation value of this hopping in the state (44):

E0 ≈ 2t₂ Σ bₙ bₙ₊₁ = 2t₂ (1 − r²)(−r) Σ r²ⁿ = −2 t₂ r.   (50)

For t₂ = 0.10 eV this is −0.145 eV. The zero of G, found numerically from the average over k, is also at −0.145 eV. The band edges move as well: the gap now runs from −1.0 to 0.6 eV, with its middle at −0.2 eV. The pinned level thus stands 0.055 eV above midgap; for t₂ = −0.10 eV it stands as far below. The general theorem still holds, but the symmetry that placed the zero at midgap is lost.

**What a real defect adds**

The remaining changes are sized at U = 20 eV, starting from the level at −0.194 eV and with the host hoppings held fixed unless stated. The levels are again from diagonalized rings.

A real potential does not end at one site. In the vacancy limit, a small potential V₁ on both neighbours shifts the level to first order by V₁(b₀² + b₋₁²) = V₁(1 − r²). For V₁ = 0.50 eV this is 0.24 eV. The ring gives a shift of 0.23 eV, to +0.037 eV. The level has crossed midgap, which a potential confined to one site could not achieve.

The bonds of the defect atom may also differ from those of the host. If both are multiplied by λ, the host without the site is unchanged, and so is the pinned energy. The coupling c is multiplied by λ, and the offset by λ². For λ = 0.8 the leading estimate is −0.64 × 0.200 = −0.128 eV, and the ring gives −0.126 eV.

A larger rearrangement is possible because the chain has two equivalent bond patterns. Exchange strong and weak bonds to the right of the defect, up to a wall on the B site of cell 10; the ten cells between cell 0 and cell 10 span 2.5 nm. Between defect and wall, (43) holds with v and w exchanged, so the amplitude grows towards the wall; beyond the wall it decays. The state has moved from the defect to the wall, where a B site has two weak bonds. The level is now almost at zero, at −0.0001 eV, because the state hardly touches the defect site. A level at midgap therefore does not show that the electron is beside the defect. In the vacancy limit the exchange leaves the numbers of strong and weak bonds unchanged, and the sum of the occupied levels of the half-filled chain, counted for both spins, falls by 0.42 eV (0.21 eV for each spin) for a wall at cell 10. Independent electrons therefore favour moving the wall away from a removed site. Whether it moves in a real chain also depends on electron repulsion, on the charge of the defect and on coupling to other chains, which this model leaves out.

The largest of the effects sized here is the repulsion between electrons. Let two electrons on the same site repel with energy K. If both occupy the gap state with its shape held fixed, the second costs more than the first by

W = K Σ |ψᵢ|⁴,   (51)

where i runs over all sites, since |ψᵢ|⁴ is the probability that both are on site i. For the limiting state (44) the sum is (1 − r²)²/(1 − r⁴) = (1 − r²)/(1 + r²) = 0.312. At U = 20 eV the eigenvector gives 0.285. With an assumed K of 4 eV, W = 4 × 0.285 = 1.14 eV, or 0.71 of the gap of independent electrons. This is a first-order estimate with K larger than the gap: in chains of about ten sites solved exactly, W comes out about 10% larger, and the same repulsion widens the 1.6 eV host gap by 0.67, 0.61 and 0.57 eV in rings of 8, 10 and 12 sites (the 10-site ring closed antiperiodically, so that k = π is on the mesh and the host gap is 1.6 eV), a value still falling with size. The energies for adding the first and the second electron are then far apart, and the level of (38) must not be read as a measured charge transition level.

**The model beside a real chain**

The hoppings and the cell length are round values in the rough regime of trans-polyacetylene, a chain of carbon atoms with alternating bonds and a gap of roughly 1.5 eV. A substituted atom there changes the site energy by a few eV as a rough size, so potentials of 20 eV and more are far from typical. At 5 eV the model puts the level at −0.56 eV, well short of the pinned limit. The limit is a better picture of a carbon atom that binds an additional atom and whose orbital thereby largely drops out of the conjugated chain. The removal is not complete: an added orbital of energy ε, coupled to site 0 by a hopping V, acts as a potential U = V²/(E − ε). With assumed values V = 5.5 eV and ε = +1.65 or −2.2 eV the level stands at +0.19 or −0.25 eV, about a tenth of the state sits on the added atom, and the sum in (51) is about 0.24 or 0.23; the level is at midgap only when ε is close to the carbon site energy. Even then the assumption of independent electrons fails: with the site repulsion assumed above, the second electron costs 4 × 0.312 = 1.2 eV more than the first in the vacancy limit with the bonds held fixed. If the bonds may relax, with a harmonic elastic energy that reproduces the same alternation, the state leaves the removed site as a wider wall; the sum in (51) then falls to about 0.1 and the estimate to about 0.4 eV. The ratio v/w = 1.38 is an effective one, since it gives the observed gap with no repulsion at all. The π–π* splittings of ethylene in the local density approximation at bond lengths of 1.36 and 1.44 Å differ by a factor of only about 1.14, which corresponds to a gap near 0.7 eV. Adding K to the present hoppings therefore counts part of the repulsion twice and brings the model gap to about 2.2 eV; with the smaller ratio the vacancy sum (1 − r²)/(1 + r²) would be about 0.13. Coupling between chains, repulsion between different sites and screening are absent, so these energies show the scale of the effects and do not predict the levels of the polymer. For a design estimate, midgap pinning may be used when the site is effectively removed and lies many decay lengths from any other removed site, the site energies are equal and the gap in question contains this common energy, hopping within a sublattice and the potential on neighbouring sites are small compared with the gap, and the charging energy is treated separately. Isolation matters. If a B site on the strong-bond side is removed together with the A site of cell 0, the example chain has no gap level when this B site is in cell 0, 1 or 2, and a pair of levels at ±0.67, ±0.30 and ±0.055 eV when it is in cell 3, 5 or 10. A B site removed on the weak-bond side, or a second A site, leaves two levels at zero instead. The rule gives the energy of the level; in a chain whose bonds can relax it does not give the place where the state sits.

Numbers in the example were calculated in double precision.
